**Four-point probe on a thin film: testing the factor π/ln 2**

For four equally spaced collinear point contacts on a wide, thin film, the sheet resistance is R_s = (π/ln 2) V/I, where I flows through the outer contacts and V is read between the inner ones. The spacing is s, the thickness t and the resistivity ρ = R_s t. The program asserts that the numerically integrated field between the inner contacts gives V/(I R_s) = ln 2/π. It also solves Kirchhoff's equations on a square resistor network and asserts that the effect of insulating edges falls as the inverse square of the sheet width, and that the extrapolated ratio agrees with ln 2/π within 0.1 % at 15 cells per spacing and 0.4 % at 7. For finite thickness it asserts that a sum over image sources agrees with a Bessel-function series, and that the thin-film and half-space limits are recovered. The output shows an extrapolated network factor of 4.5305, against π/ln 2 = 4.5324. The voltage excess over the thin-film value is 0.26 % at t/s = 0.5 and 8.5 % at t/s = 1, and a centred square sheet 80 spacings wide reads 0.12 % high. The worked example, with t = 50 nm and V/I = 0.1 ohm, gives R_s = 0.453 ohm per square and ρ = 2.27 microohm cm.

## Numerical check

```python
"""Collinear four-point probe on a thin infinite film.

Result under test: R_s = (pi/ln 2) V/I, where
  R_s = rho/t  sheet resistance (rho resistivity, t thickness),
  I            current entering at probe 1 and leaving at probe 4,
  V            voltage between probes 2 and 3,
  s            equal probe spacing, with t << s << sheet width.
Also tested: the corrections for finite thickness and finite width.
A "transfer ratio" below means V/(I R_s); its ideal value is ln2/pi.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.fft import dctn, idctn
from scipy.integrate import quad
from scipy.special import k0

ideal_ratio = np.log(2) / np.pi
factor = np.pi / np.log(2)


def network_ratio(spacing, width_in_spacings):
    """Transfer ratio of a square resistor network with insulating edges.

    Each resistor equals R_s = 1. The spacing (in cells) is odd and the
    number of nodes per side is even, so the probes are centred in x.
    """
    n = spacing * width_in_spacings
    row = n // 2
    first = (n - 1 - 3 * spacing) // 2
    injected = np.zeros((n, n))
    injected[row, first] = 1.0
    injected[row, first + 3 * spacing] = -1.0
    # The cosine transform diagonalizes Kirchhoff's equations.
    lam = 2 - 2 * np.cos(np.pi * np.arange(n) / n)
    eig = lam[:, None] + lam[None, :]
    eig[0, 0] = 1.0
    coef = dctn(injected, type=2, norm="ortho") / eig
    coef[0, 0] = 0.0
    volt = idctn(coef, type=2, norm="ortho")
    # Check the current balance at every node directly.
    outflow = np.zeros_like(volt)
    dx = np.diff(volt, axis=1)
    dy = np.diff(volt, axis=0)
    outflow[:, :-1] -= dx
    outflow[:, 1:] += dx
    outflow[:-1, :] -= dy
    outflow[1:, :] += dy
    assert np.max(np.abs(outflow - injected)) < 1e-9
    return volt[row, first + spacing] - volt[row, first + 2 * spacing]


def image_ratio(thickness, n_images=1_000_000):
    """Transfer ratio of a slab from image sources; lengths in units of s."""
    z = 2 * thickness * np.arange(1, n_images + 1)
    terms = 1 / np.sqrt(1 + z**2) - 1 / np.sqrt(4 + z**2)
    return thickness / np.pi * (0.5 + 2 * np.sum(terms))


def mode_ratio(thickness, n_modes=2000):
    """Transfer ratio of a slab from cosine modes; lengths in units of s."""
    arg = np.pi * np.arange(1, n_modes + 1) / thickness
    return (np.log(2) + 2 * np.sum(k0(arg) - k0(2 * arg))) / np.pi


# Field between the inner probes, integrated numerically (s = 1).
field_integral = quad(lambda x: (1 / x + 1 / (3 - x)) / (2 * np.pi), 1, 2)[0]
assert abs(field_integral - ideal_ratio) < 1e-12

# Resistor network: edge law, infinite-width limit, independence of s.
widths = (20, 40, 80)
net = {w: network_ratio(15, w) for w in widths}
edge_step_ratio = (net[20] - net[40]) / (net[40] - net[80])
# An inverse-square law gives 4 when the width is doubled twice.
assert abs(edge_step_ratio / 4 - 1) < 0.03
net_infinite = (4 * net[80] - net[40]) / 3
net_small = (4 * network_ratio(7, 80) - network_ratio(7, 40)) / 3
# The remaining error comes from the cells and falls as 1/spacing^2.
assert abs(net_infinite / ideal_ratio - 1) < 1e-3
assert abs(net_small / ideal_ratio - 1) < 4e-3
edge_excess = {w: net[w] / net_infinite - 1 for w in widths}
assert all(x > 0 for x in edge_excess.values())

# Finite thickness: image sum against mode sum, then both limits.
for thickness in (0.05, 0.25, 0.5, 1.0, 2.0):
    assert abs(image_ratio(thickness) - mode_ratio(thickness)) < 1e-8
assert abs(image_ratio(0.05) / ideal_ratio - 1) < 1e-7
thick = 20.0
half_space_ratio = thick / (2 * np.pi)
assert abs(mode_ratio(thick) / half_space_ratio - 1) < 1e-3

# Worked example with round model parameters, SI units.
t, s, current, voltage, side = 50e-9, 1e-3, 10e-3, 1e-3, 80e-3
v_over_i = voltage / current
r_sheet = factor * v_over_i
rho = r_sheet * t
rho_gauss = rho * 4 * np.pi * epsilon_0
v2 = current * r_sheet / (2 * np.pi) * np.log(2 * s / s)
v3 = current * r_sheet / (2 * np.pi) * np.log(s / (2 * s))
assert abs((v2 - v3) / voltage - 1) < 1e-12

print(f"ln 2 = {np.log(2):.6f}")
print(f"factor pi/ln2 = {factor:.6f}")
print(f"ideal V/(I R_s) = ln2/pi = {ideal_ratio:.6f}")
print(f"field integral V/(I R_s) = {field_integral:.6f}")
print("Resistor network, probe spacing 15 cells:")
for w in widths:
    print(f"  width {w} s: V/(I R_s) = {net[w]:.6f}, "
          f"excess over infinite sheet = {100 * edge_excess[w]:.3f} %")
print(f"  ratio of successive changes = {edge_step_ratio:.3f}")
print(f"  extrapolated V/(I R_s) = {net_infinite:.6f}")
print(f"  extrapolated factor = {1 / net_infinite:.4f}")
print("Resistor network, probe spacing 7 cells:")
print(f"  extrapolated V/(I R_s) = {net_small:.6f}")
print("Finite thickness, excess of V over the thin-film value:")
for thickness in (0.25, 0.5, 1.0, 2.0):
    excess = 100 * (image_ratio(thickness) / ideal_ratio - 1)
    print(f"  t/s = {thickness:.2f}: {excess:.5f} %")
print(f"Thick slab t/s = {thick:.0f}: V/(I R_s) = {mode_ratio(thick):.5f}")
print(f"  half-space value t/(2 pi s) = {half_space_ratio:.5f}")
print("Worked example:")
print(f"  thickness t = {t * 1e9:.0f} nm")
print(f"  probe spacing s = {s * 1e3:.0f} mm")
print(f"  sheet width = {side * 1e3:.0f} mm = {side / s:.0f} s")
print(f"  t/s = {t / s:.1e}")
print(f"  current I = {current * 1e3:.0f} mA")
print(f"  voltage V = {voltage * 1e3:.0f} mV")
print(f"  V/I = {v_over_i:.4f} ohm")
print(f"  sheet resistance R_s = {r_sheet:.4f} ohm per square")
print(f"  probe 2 potential = {v2 * 1e3:+.3f} mV")
print(f"  probe 3 potential = {v3 * 1e3:+.3f} mV")
print(f"  resistivity rho = {rho * 1e8:.3f} microohm cm")
print(f"  resistivity rho, Gaussian = {rho_gauss:.3e} s")
print("no test failed")
```

Output:

```
ln 2 = 0.693147
factor pi/ln2 = 4.532360
ideal V/(I R_s) = ln2/pi = 0.220636
field integral V/(I R_s) = 0.220636
Resistor network, probe spacing 15 cells:
  width 20 s: V/(I R_s) = 0.224820, excess over infinite sheet = 1.855 %
  width 40 s: V/(I R_s) = 0.221750, excess over infinite sheet = 0.464 %
  width 80 s: V/(I R_s) = 0.220982, excess over infinite sheet = 0.116 %
  ratio of successive changes = 3.992
  extrapolated V/(I R_s) = 0.220725
  extrapolated factor = 4.5305
Resistor network, probe spacing 7 cells:
  extrapolated V/(I R_s) = 0.221068
Finite thickness, excess of V over the thin-film value:
  t/s = 0.25: 0.00035 %
  t/s = 0.50: 0.26447 %
  t/s = 1.00: 8.52381 %
  t/s = 2.00: 57.81422 %
Thick slab t/s = 20: V/(I R_s) = 3.18346
  half-space value t/(2 pi s) = 3.18310
Worked example:
  thickness t = 50 nm
  probe spacing s = 1 mm
  sheet width = 80 mm = 80 s
  t/s = 5.0e-05
  current I = 10 mA
  voltage V = 1 mV
  V/I = 0.1000 ohm
  sheet resistance R_s = 0.4532 ohm per square
  probe 2 potential = +0.500 mV
  probe 3 potential = -0.500 mV
  resistivity rho = 2.266 microohm cm
  resistivity rho, Gaussian = 2.521e-18 s
no test failed
```
